# Hückel transmission through benzene with ortho, meta and para contacts: a program that tests the result

```python
"""
Result under test: in the Hueckel model of benzene, transmission between
meta carbons vanishes at midgap because the Green function element between
two sites of one sublattice vanishes there. Ortho and para do transmit.

Symbols: beta = nearest-neighbour hopping, energies E from the carbon level,
g = Green function of the isolated ring, G = that of the connected ring,
Sigma = contact self-energy, Gamma = -2 Im Sigma,
T = Gamma_L Gamma_R |G_ab|^2. Python site indices start at zero.
"""
import numpy as np
from scipy import constants as const

beta = -2.5
gamma = 0.5
temperature = 300.0
site_shift = 0.5
contacts = {"ortho": (0, 1), "meta": (0, 2), "para": (0, 3)}

ring = np.zeros((6, 6))
for i in range(6):
    ring[i, (i + 1) % 6] = ring[(i + 1) % 6, i] = beta


def green(h, energy, a=None, b=None, sigma_a=0.0, sigma_b=0.0):
    matrix = energy * np.eye(len(h), dtype=complex) - h
    if a is not None:
        matrix[a, a] -= sigma_a
        matrix[b, b] -= sigma_b
    return np.linalg.inv(matrix)


def transmission(h, energy, a, b, gl=gamma, gr=gamma):
    full = green(h, energy, a, b, -0.5j * gl, -0.5j * gr)
    return gl * gr * abs(full[a, b]) ** 2


def wave_matching(h, energy, a, b, tau, v_left, v_right, length=4):
    """Solve the Schroedinger equation with explicit lead sites and waves."""
    n = len(h)
    size = n + 2 * length + 2
    matrix = np.zeros((size, size), dtype=complex)
    source = np.zeros(size, dtype=complex)
    k = np.arccos(energy / (2 * tau))
    matrix[:n, :n] = energy * np.eye(n) - h
    for lead, (site, v) in enumerate(((a, v_left), (b, v_right))):
        start = n + lead * length
        amplitude = n + 2 * length + lead
        matrix[site, start] -= v
        for j in range(length - 1):
            row = start + j
            matrix[row, row] = energy
            matrix[row, row + 1] = -tau
            if j == 0:
                matrix[row, site] = -v
            else:
                matrix[row, row - 1] = -tau
        # The last two lead sites must have the form of plane waves.
        for row, j in ((start + length - 1, length), (amplitude, length - 1)):
            matrix[row, start + j - 1] = 1.0
            matrix[row, amplitude] = -np.exp(1j * k * j)
            if lead == 0:
                source[row] = np.exp(-1j * k * j)
    answer = np.linalg.solve(matrix, source)
    return abs(answer[-2]) ** 2, abs(answer[-1]) ** 2


# Transmission formula against explicit scattering states.
tau, v_left, v_right = -4.0, 0.9, 1.3
for energy in (-1.7, 0.0, 0.6, 3.1):
    phase = np.exp(1j * np.arccos(energy / (2 * tau)))
    sl, sr = v_left**2 / tau * phase, v_right**2 / tau * phase
    for a, b in contacts.values():
        reflected, passed = wave_matching(
            ring, energy, a, b, tau, v_left, v_right)
        full = green(ring, energy, a, b, sl, sr)
        formula = 4 * sl.imag * sr.imag * abs(full[a, b]) ** 2
        assert abs(reflected + passed - 1) < 1e-10
        assert abs(passed - formula) < 1e-10
assert wave_matching(ring, 0.0, 0, 2, tau, v_left, v_right)[1] < 1e-24

# Closed ring elements and the two-contact Dyson solution against inversion.
for energy in (-3.3, -0.8, 0.0, 1.1, 4.2):
    x = energy / beta
    q = (x**2 - 1) * (x**2 - 4)
    closed = np.array([x * (x**2 - 3), x**2 - 2, x, 2]) / (beta * q)
    isolated = green(ring, energy)
    assert np.allclose(isolated[0, :4], closed, atol=1e-11)
    sa, sb = 0.2 - 0.3j, -0.1 - 0.45j
    for a, b in contacts.values():
        gab = closed[b]
        dyson = gab / ((1 - sa * closed[0]) * (1 - sb * closed[0])
                       - sa * sb * gab**2)
        direct = green(ring, energy, a, b, sa, sb)[a, b]
        assert abs(dyson - direct) < 1e-11

# General sublattice theorem, with an arbitrary matrix on sublattice A.
rng = np.random.default_rng(7)
for trial in range(5):
    block = rng.normal(size=(3, 3)) + 3 * np.eye(3)
    on_a = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    bipartite = np.block([[on_a, block], [block.T, np.zeros((3, 3))]])
    inverse = np.linalg.inv(-bipartite)
    assert np.max(abs(inverse[:3, :3])) < 1e-11
    assert np.max(abs(inverse[:3, 3:])) > 1e-2

# Level-by-level contributions to the midgap Green function.
levels, orbitals = np.linalg.eigh(ring)
g_mid = green(ring, 0.0).real
distinct = (2 * beta, beta, -beta, -2 * beta)
contributions = {}
for name, (a, b) in contacts.items():
    terms = []
    for level in distinct:
        chosen = abs(levels - level) < 1e-8
        assert np.any(chosen)
        weight = np.sum(orbitals[a, chosen] * orbitals[b, chosen])
        terms.append(-weight / level)
    contributions[name] = terms
    assert abs(sum(terms) - g_mid[a, b]) < 1e-12
    sign = -1 if name == "meta" else 1
    assert abs(terms[0] - sign * terms[3]) < 1e-12
    assert abs(terms[1] - sign * terms[2]) < 1e-12

# Midgap values, also with unequal contacts, and the other ortho zeros.
for gl, gr in ((gamma, gamma), (0.3, 1.4)):
    u = gl * gr / (16 * beta**2)
    for name in ("ortho", "para"):
        value = transmission(ring, 0.0, *contacts[name], gl, gr)
        assert abs(value - 4 * u / (1 + u) ** 2) < 1e-12
    assert transmission(ring, 0.0, *contacts["meta"], gl, gr) < 1e-25
ortho_zero = np.sqrt(2) * abs(beta)
for energy in (-ortho_zero, ortho_zero):
    assert transmission(ring, energy, *contacts["ortho"]) < 1e-25
    assert transmission(ring, energy, *contacts["para"]) > 1e-4

# Quadratic law; tolerance covers the next relative order in (E/beta)^2.
curvature = gamma**2 / (16 * beta**4)
small_energy = 0.05
meta_small = transmission(ring, small_energy, *contacts["meta"])
assert abs(meta_small / (curvature * small_energy**2) - 1) < 0.005

# Thermal average by quadrature; the estimate omits higher powers of kT.
kt = const.k * temperature / const.e
grid = np.linspace(-30 * kt, 30 * kt, 3001)
thermal_weight = 1 / (4 * kt * np.cosh(grid / (2 * kt)) ** 2)
step = grid[1] - grid[0]
assert abs(np.sum(thermal_weight) * step - 1) < 1e-10
thermal = {}
for name, pair in contacts.items():
    values = np.array([transmission(ring, e, *pair) for e in grid])
    thermal[name] = np.sum(values * thermal_weight) * step
thermal_estimate = curvature * np.pi**2 * kt**2 / 3
assert abs(thermal["meta"] / thermal_estimate - 1) < 0.01

# Shifts on the two sublattices distinguish the cause of the zero.
shifted = {}
for carbon in (2, 5):
    changed = ring.copy()
    changed[carbon - 1, carbon - 1] = site_shift
    shifted[carbon] = transmission(changed, 0.0, *contacts["meta"])
y = site_shift / (4 * beta**2)
shift_formula = (gamma * y) ** 2 / (1 + (gamma * y) ** 2)
assert abs(shifted[2] - shift_formula) < 1e-13
assert shifted[5] < 1e-25

# Allyl shows why an invertible isolated Hamiltonian is required.
allyl = beta * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]])
assert np.min(abs(np.linalg.eigvalsh(allyl))) < 1e-12
allyl_t = transmission(allyl, 0.0, 0, 2)
assert abs(allyl_t - 1) < 1e-12

quantum_ns = 2 * const.e**2 / const.h * 1e9
print(f"hopping beta = {beta:.2f} eV")
print(f"Gamma_L = Gamma_R = {gamma:.2f} eV")
print(f"temperature = {temperature:.0f} K; kT = {kt:.6f} eV")
print(f"conductance quantum 2e^2/h = {quantum_ns:.2f} nS")
print("ring levels (eV):", " ".join(f"{e:.2f}" for e in levels))
print("midgap g_ab (1/eV), then terms from levels",
      " ".join(f"{e:.1f}" for e in distinct), "eV:")
for name, (a, b) in contacts.items():
    terms = " ".join(f"{z:+.6f}" for z in contributions[name])
    print(f"  {name}: {g_mid[a, b] + 0.0:+.6f}; {terms}")
u = gamma**2 / (16 * beta**2)
print(f"coupling parameter u = {u:.6f} (dimensionless)")
print("transmission (dimensionless): E/eV, ortho, meta, para")
for energy in (0.0, small_energy, 0.5, 1.0, 2.0, ortho_zero):
    row = [transmission(ring, energy, *p) for p in contacts.values()]
    print(f"  {energy:.4f}  " + "  ".join(f"{z:.4e}" for z in row))
print(f"ortho zeros at E = +/- {ortho_zero:.4f} eV")
print(f"meta quadratic coefficient = {curvature:.4e} 1/eV^2")
print(f"quadratic estimate at {small_energy:.2f} eV = "
      f"{curvature * small_energy**2:.4e}")
print("thermal mean T (dimensionless), conductance (nS):")
for name in contacts:
    print(f"  {name}: {thermal[name]:.4e}, {quantum_ns * thermal[name]:.4f}")
print(f"meta thermal estimate = {thermal_estimate:.4e} (dimensionless)")
print(f"para/meta thermal ratio = {thermal['para'] / thermal['meta']:.0f}")
print(f"site-energy shift = {site_shift:.2f} eV")
print(f"shift parameter y = {y:.6f} 1/eV")
print(f"meta T(0), carbon 2 shifted = {shifted[2]:.4e}")
print(f"meta T(0), carbon 5 shifted = {shifted[5]:.4e}")
print(f"allyl end-to-end T(0) = {allyl_t:.6f} (dimensionless)")
print("checks complete")
```

Printed output:

```
hopping beta = -2.50 eV
Gamma_L = Gamma_R = 0.50 eV
temperature = 300 K; kT = 0.025852 eV
conductance quantum 2e^2/h = 77480.92 nS
ring levels (eV): -5.00 -2.50 -2.50 2.50 2.50 5.00
midgap g_ab (1/eV), then terms from levels -5.0 -2.5 2.5 5.0 eV:
  ortho: +0.200000; +0.033333 +0.066667 +0.066667 +0.033333
  meta: +0.000000; +0.033333 -0.066667 +0.066667 -0.033333
  para: -0.200000; +0.033333 -0.133333 -0.133333 +0.033333
coupling parameter u = 0.002500 (dimensionless)
transmission (dimensionless): E/eV, ortho, meta, para
  0.0000  9.9502e-03  0.0000e+00  9.9502e-03
  0.0500  9.9561e-03  1.0010e-06  9.9600e-03
  0.5000  1.0571e-02  1.1065e-04  1.1005e-02
  1.0000  1.2900e-02  6.1341e-04  1.5223e-02
  2.0000  4.7075e-02  1.6540e-02  9.9106e-02
  3.5355  3.2290e-34  1.9608e-02  3.8834e-02
ortho zeros at E = +/- 3.5355 eV
meta quadratic coefficient = 4.0000e-04 1/eV^2
quadratic estimate at 0.05 eV = 1.0000e-06
thermal mean T (dimensionless), conductance (nS):
  ortho: 9.9554e-03, 771.3521
  meta: 8.8273e-07, 0.0684
  para: 9.9589e-03, 771.6229
meta thermal estimate = 8.7948e-07 (dimensionless)
para/meta thermal ratio = 11282
site-energy shift = 0.50 eV
shift parameter y = 0.020000 1/eV
meta T(0), carbon 2 shifted = 9.9990e-05
meta T(0), carbon 5 shifted = 0.0000e+00
allyl end-to-end T(0) = 1.000000 (dimensionless)
checks complete
```
